# Bruggeman permittivity of isotropic porous silicon and its physical root

Anodic etching in hydrofluoric acid can turn crystalline silicon into a sponge. If the pores and the remaining silicon are much finer than both the optical wavelength and the distance over which the field decays, light responds to an effective permittivity \(\varepsilon\). This problem derives \(\varepsilon\) in Bruggeman's mean-field model and decides which of the model's two mathematical solutions describes the material.

The silicon skeleton has permittivity \(\varepsilon_s\), the pores have \(\varepsilon_v\), and the porosity \(p\) is the pore volume fraction. All permittivities are relative. Fields vary as \(e^{-i\omega t}\), so an absorbing medium has positive \(\mathrm{Im}\,\varepsilon\). The pore medium is lossless with \(\varepsilon_v>0\), and \(\varepsilon_s\neq\varepsilon_v\). The skeleton is passive, with \(\theta=\arg\varepsilon_s\) in \(0\le\theta<\pi\). The structure is statistically isotropic, and both phases are represented by spherical grains.

## (a) The field inside one grain

**A sphere of permittivity \(\varepsilon_i\) and radius \(a\) lies in a uniform medium \(\varepsilon\), where the distant field is \(E_0\). Find the field inside, neglecting retardation.**

Without retardation the potential obeys Laplace's equation. With the polar axis along \(E_0\), the solution that is regular at the centre and has the required distant field is

\[
\phi_{\rm in}=-E_i r\cos\vartheta,\qquad
\phi_{\rm out}=\left(-E_0r+\frac{B}{r^2}\right)\cos\vartheta .
\]

Continuity of the potential at \(r=a\) gives \(E_i=E_0-B/a^3\). The normal field outside is \(-\partial_r\phi_{\rm out}=(E_0+2B/r^3)\cos\vartheta\), so continuity of normal displacement gives

\[
\varepsilon_iE_i=\varepsilon\left(E_0+\frac{2B}{a^3}\right).
\]

Multiply the first condition by \(2\varepsilon\) and add it to the second. The terms in \(B\) cancel:

\[
(\varepsilon_i+2\varepsilon)E_i=3\varepsilon E_0,
\qquad E_i=\frac{3\varepsilon}{\varepsilon_i+2\varepsilon}E_0 .
\]

The inner field is uniform and independent of the radius.

## (b) The self-consistent condition

**Place silicon grains and pore grains, each in turn, in the unknown medium \(\varepsilon\). Find the equation that fixes \(\varepsilon\).**

The mean-field assumption is that each grain sees the average medium instead of its actual neighbours. The volume average of the grain fields must then equal \(E_0\). Part (a) can be written as

\[
\frac{E_i}{E_0}=1-\frac{\varepsilon_i-\varepsilon}{\varepsilon_i+2\varepsilon}.
\]

The volume fractions \(1-p\) and \(p\) add to one, so the requirement becomes

\[
(1-p)\frac{\varepsilon_s-\varepsilon}{\varepsilon_s+2\varepsilon}
+p\,\frac{\varepsilon_v-\varepsilon}{\varepsilon_v+2\varepsilon}=0 .
\tag{1}
\]

The average displacement must also equal \(\varepsilon E_0\). Since

\[
\frac{\varepsilon_iE_i}{\varepsilon E_0}
=\frac{3\varepsilon_i}{\varepsilon_i+2\varepsilon}
=1+2\,\frac{\varepsilon_i-\varepsilon}{\varepsilon_i+2\varepsilon},
\]

this leads to the same equation, and the two averages are consistent.

Now multiply (1) by both denominators. The two products are

\[
(\varepsilon_s-\varepsilon)(\varepsilon_v+2\varepsilon)
=\varepsilon_s\varepsilon_v+(2\varepsilon_s-\varepsilon_v)\varepsilon-2\varepsilon^2,
\]
\[
(\varepsilon_v-\varepsilon)(\varepsilon_s+2\varepsilon)
=\varepsilon_s\varepsilon_v+(2\varepsilon_v-\varepsilon_s)\varepsilon-2\varepsilon^2 .
\]

Weighting them by \(1-p\) and \(p\), and changing the overall sign, gives

\[
2\varepsilon^2-b\varepsilon-\varepsilon_s\varepsilon_v=0,\qquad
b=(2-3p)\varepsilon_s+(3p-1)\varepsilon_v .
\tag{2}
\]

The roots satisfy \(\varepsilon_1\varepsilon_2=-\varepsilon_s\varepsilon_v/2\). At \(p=0\) they are \(\varepsilon_s\) and \(-\varepsilon_v/2\); at \(p=1\) they are \(\varepsilon_v\) and \(-\varepsilon_s/2\). The second member of each pair comes from clearing the denominator of an absent phase.

## (c) A lossless skeleton

**Let \(\varepsilon_s>\varepsilon_v>0\). Select the root, and examine strong contrast.**

The product of the roots is negative, so one is positive and one negative. For \(0<p<1\), the left side of (1) is positive at \(\varepsilon=\varepsilon_v\), where only the silicon term survives, and negative at \(\varepsilon=\varepsilon_s\), where only the pore term survives. It is continuous between them. The positive root therefore lies between the two constituents, as a mixture of ordinary dielectrics must. It is the physical root.

If \(\varepsilon_v/\varepsilon_s\to0\) at fixed \(\varepsilon_s\), equation (2) becomes \(2\varepsilon^2=(2-3p)\varepsilon_s\varepsilon\), so

\[
\frac{\varepsilon}{\varepsilon_s}\to1-\frac{3p}{2}\qquad(p<2/3).
\]

For \(p>2/3\), keep \(\varepsilon_v\) fixed and let \(\varepsilon_s\to\infty\). For finite \(\varepsilon\), the terms proportional to \(\varepsilon_s\) give \(-(2-3p)\varepsilon-\varepsilon_v=0\), or \(\varepsilon\to\varepsilon_v/(3p-2)\). The model's silicon thus stops acting as a connected phase at \(p=2/3\). This threshold belongs to the spherical-grain model. A porous film that holds together has a connected skeleton at any porosity.

## (d) Following the root when silicon absorbs

**Let \(0<\theta<\pi\). Show that the root starting at \(\varepsilon_s\) satisfies \(0<\arg\varepsilon<\theta\) for every \(0<p<1\).**

The leading coefficient in (2) is fixed, so the roots move continuously with \(p\) and stay finite. Near \(p=0\), write \(\varepsilon=\varepsilon_s+p\delta\). To first order, (1) reads

\[
-\frac{p\delta}{3\varepsilon_s}
+p\,\frac{\varepsilon_v-\varepsilon_s}{\varepsilon_v+2\varepsilon_s}=0,
\qquad
\frac{\delta}{\varepsilon_s}
=3\,\frac{\varepsilon_v-\varepsilon_s}{\varepsilon_v+2\varepsilon_s}.
\]

To find the sign of its imaginary part, use

\[
\frac{\varepsilon_v-\varepsilon_s}{\varepsilon_v+2\varepsilon_s}
=-\frac12+\frac{3\varepsilon_v}{2(\varepsilon_v+2\varepsilon_s)},
\]

whose imaginary part is \(-3\varepsilon_v\,\mathrm{Im}\,\varepsilon_s/|\varepsilon_v+2\varepsilon_s|^2<0\). Hence \(\varepsilon/\varepsilon_s=1+p\delta/\varepsilon_s\) turns to a negative phase, and the root enters the wedge between the positive real axis and the ray through \(\varepsilon_s\).

It could leave only through the wedge's boundary. There are three places to examine.

1. On the real ray, \(\varepsilon=x>0\). The pore term in (1) is real, while
\[
\mathrm{Im}\,\frac{\varepsilon_s-x}{\varepsilon_s+2x}
=\frac{3x\,\mathrm{Im}\,\varepsilon_s}{|\varepsilon_s+2x|^2}>0 .
\]
The sum cannot vanish.

2. On the other ray, \(\varepsilon=y\varepsilon_s\) with \(y>0\). The silicon term is the real number \((1-p)(1-y)/(1+2y)\). The pore fraction equals \(-\tfrac12+\tfrac32\varepsilon_v/(\varepsilon_v+2y\varepsilon_s)\), with a negative imaginary part. Again the sum cannot vanish.

3. At the corner \(\varepsilon=0\), the left side of (2) is \(-\varepsilon_s\varepsilon_v\neq0\).

The root is therefore confined to the wedge. Physically, adding lossless pores leaves the mixture absorbing, but the phase angle of its permittivity stays below that of the skeleton.

## (e) The rejected root and the end points

**Show that the sign of \(\mathrm{Im}\,\varepsilon\) selects one root, and state when this test fails.**

Let the followed root have argument \(\theta_1\). The product \(-\varepsilon_s\varepsilon_v/2\) has argument \(\pi+\theta\), so the other root has

\[
\theta_2=\pi+\theta-\theta_1,\qquad \pi<\theta_2<\pi+\theta<2\pi .
\]

It lies in the lower half-plane. The cycle-averaged absorbed power density is \(\tfrac12\omega\varepsilon_0\,\mathrm{Im}\,\varepsilon\,|E|^2\), with \(\varepsilon_0\) the vacuum permittivity, so this root would describe gain in a mixture of passive materials. It must be rejected.

The two roots occupy separate regions and never meet, so there is no ambiguity in following one of them. As \(p\to1\), the wedge root must approach \(\varepsilon_v\), because the alternative \(-\varepsilon_s/2\) has argument \(\pi+\theta\), outside the closed wedge. The selected branch joins both pure materials.

If \(\varepsilon_s\) is real and positive, both roots are real and the sign test decides nothing; part (c) supplies the choice, which is also the limit \(\theta\to0\) of the wedge. A lossless skeleton with \(\varepsilon_s<0\) is different: both roots can be real with the same sign. One must then restore a small positive \(\mathrm{Im}\,\varepsilon_s\), select the root, and let the loss tend to zero. That singular case is excluded from the formula below.

## (f) One formula for all porosities

**Find a closed form for which principal square roots always select the physical root.**

Define

\[
r=\sqrt{\varepsilon_s/\varepsilon_v},\qquad s=\varepsilon_v r,
\qquad \varepsilon=sw .
\]

Then \(s^2=\varepsilon_s\varepsilon_v\), \(\varepsilon_s/s=r\) and \(\varepsilon_v/s=1/r\). Dividing (2) by \(s^2\) gives

\[
2w^2-\beta w-1=0,\qquad
\beta=(2-3p)r+\frac{3p-1}{r},
\qquad w_\pm=\frac{\beta\pm\sqrt{\beta^2+8}}4 .
\]

The argument of \(s\) is \(\theta/2\). The physical \(w\) therefore has argument between \(-\theta/2\) and \(\theta/2\), and since \(\theta/2<\pi/2\), its real part is positive. The other solution is \(-1/(2w)\), whose real part is \(-\mathrm{Re}\,w/(2|w|^2)<0\). A principal square root has non-negative real part, and \(w_+-w_-=\tfrac12\sqrt{\beta^2+8}\), so \(w_+\) is the solution with the larger real part. The result is

\[
\boxed{\;\varepsilon=\frac{s}{4}\left[\beta+\sqrt{\beta^2+8}\right]\;}
\qquad 0\le p\le1,\quad 0\le\theta<\pi .
\tag{3}
\]

At \(p=0\), \(\beta^2+8=(2r-1/r)^2+8=(2r+1/r)^2\). Since \(2r+1/r\) has positive real part, it is the principal root, giving \(w=r\) and \(\varepsilon=\varepsilon_s\). At \(p=1\), the square is \((r+2/r)^2\), giving \(w=1/r\) and \(\varepsilon=\varepsilon_v\).

## (g) Where the direct quadratic formula changes branch

**When does \([b+\sqrt{b^2+8\varepsilon_s\varepsilon_v}]/4\), with the principal square root, give the wrong answer for an absorbing skeleton?**

Let \(Q=s\sqrt{\beta^2+8}\), so that \(Q^2=b^2+8\varepsilon_s\varepsilon_v\) and the physical root is \((b+Q)/4\). The direct formula is right when \(\mathrm{Re}\,Q>0\) and wrong when \(\mathrm{Re}\,Q<0\). A change occurs where \(Q\) is imaginary, hence where \(Q^2\) is real and negative.

Write \(\varepsilon_s=\varepsilon'+i\varepsilon''\) and \(u=2-3p\), so \(b=u\varepsilon_s+(1-u)\varepsilon_v\). Then

\[
\mathrm{Im}\,Q^2=2\varepsilon''\left[u^2\varepsilon'+u(1-u)\varepsilon_v+4\varepsilon_v\right].
\]

For \(\varepsilon''>0\), this vanishes when

\[
u^2(\varepsilon'-\varepsilon_v)+u\varepsilon_v+4\varepsilon_v=0 .
\tag{4}
\]

The sign of \(Q^2\) must also be found. Equation (4) gives \(\mathrm{Re}\,b=-4\varepsilon_v/u\) and \(\varepsilon'=\varepsilon_v[1-(u+4)/u^2]\). Hence

\[
\begin{aligned}
Q^2&=\frac{16\varepsilon_v^2}{u^2}-u^2\varepsilon''^2+8\varepsilon'\varepsilon_v\\
&=\frac{8\varepsilon_v^2(u-2)(u+1)}{u^2}-u^2\varepsilon''^2 .
\end{aligned}
\]

For \(0<p<1\), \(-1<u<2\), so \(Q^2<0\). Every solution of (4) in this range is a crossing, at a porosity independent of \(\varepsilon''\).

To count them, set \(A=1-\varepsilon'/\varepsilon_v=(u+4)/u^2\). Its derivative is \(-(u+8)/u^3\). As \(u\) falls from 2 to 0, \(A\) rises from \(3/2\) to infinity; as \(u\) falls from 0 to \(-1\), \(A\) falls from infinity to 3. These are simple zeros of \(\mathrm{Im}\,Q^2=2\,\mathrm{Re}\,Q\,\mathrm{Im}\,Q\), and \(\mathrm{Im}\,Q\ne0\) there, so \(\mathrm{Re}\,Q\) does change sign. At \(p=0\), \(Q=2\varepsilon_s+\varepsilon_v\). Thus:

- for \(\varepsilon'>-\varepsilon_v/2\), the direct formula is right throughout;
- for \(-2\varepsilon_v<\varepsilon'<-\varepsilon_v/2\), it is wrong below one crossing;
- for \(\varepsilon'<-2\varepsilon_v\), it is right only between two crossings.

## (h) Mesoporous silicon in red and ultraviolet light

**Evaluate the result for dry pores, \(\varepsilon_v=1\). Use the rough typical values \(\varepsilon_s=15+0.15i\) at 633 nm and \(\varepsilon_s=-20+25i\) at 275 nm.**

At 275 nm and \(p=0.4\), \(r=s=2.451+5.100i\), and

\[
\beta=0.8r+\frac{0.2}{r}=1.976+4.048i,\qquad
\sqrt{\beta^2+8}=2.463+3.248i .
\]

Thus \(w=1.110+1.824i\), and \(\varepsilon=sw=-6.58+10.13i\).

The direct formula instead uses \(b=-15.8+20.0i\) and \(b^2+8\varepsilon_s=-310.4-432.0i\). Its principal square root leads to \(-1.32-0.13i\), the gain root. Equation (4) becomes \(-21u^2+u+4=0\), so the direct formula is right only for \(0.513<p<0.804\).

Part (a) gives inner fields \(E_i/E_0=0.645-0.036i\) in silicon and \(1.533+0.054i\) in a pore. Their average is \(0.6(0.645)+0.4(1.533)=1.00\) in the real part, while the imaginary parts cancel.

| \(p\) | \(\varepsilon\), 633 nm | \(\varepsilon\), 275 nm | rejected, 275 nm |
|---|---|---|---|
| 0 | 15.00+0.15i | −20.00+25.00i | −0.50 |
| 0.2 | 10.98+0.11i | −13.48+17.51i | −0.72−0.01i |
| 0.4 | 7.15+0.06i | −6.58+10.13i | −1.32−0.13i |
| 0.6 | 3.85+0.02i | 0.65+4.86i | −2.25−2.36i |
| 0.8 | 1.82+0.003i | 2.46+0.78i | 2.24−5.78i |
| 1 | 1.00 | 1.00 | 10.00−12.50i |

The real part cannot select the ultraviolet root: both real parts are negative at \(p=0.4\), and both are positive at \(p=0.8\). The complex refractive index \(\sqrt\varepsilon\) at \(p=0.4\) is \(2.67+0.01i\) in the red and \(1.66+3.05i\) in the ultraviolet. The extra digits serve the arithmetic; the rough inputs do not justify them as material predictions.

**Estimate what the model neglects, for grains and pores of 5 nm radius.**

The following table gives \(|\Delta\varepsilon|/|\varepsilon|\) in per cent, relative to (3), with one change at a time.

| Change | Red, \(p=0.4\) / \(0.8\) | UV, \(p=0.4\) / \(0.8\) |
|---|---|---|
| Connected silicon | 14 / 68 | 30 / 202 |
| Columnar grains | 23 / 17 | 54 / 39 |
| Oxide grains | 24 / 7 | 61 / 22 |
| Finite grain size | 0.6 / 0.2 | 10 / 4 |
| Confinement | 2 / 0.5 | 11 / 3 |

The connected-silicon estimate treats separate spherical pores in a silicon host. Equal spheres that do not overlap fill at most 74% of space, so at \(p=0.8\) this picture needs pores of unequal size, not only pores of 5 nm radius. The estimate is
\[
\varepsilon_c=\varepsilon_s+
\frac{p}{1/(\varepsilon_v-\varepsilon_s)+(1-p)/(3\varepsilon_s)} .
\]
The columnar estimate turns both the silicon and the pores into parallel columns. With the field perpendicular to their axes, the denominators \(\varepsilon_i+2\varepsilon\) in (1) become \(\varepsilon_i+\varepsilon\). The oxide estimate adds a third spherical phase of permittivity 2.1, as separate grains. Real oxide coats the silicon, and treating it as a shell around each silicon grain more than doubles the ultraviolet entry at \(p=0.4\). A nominal 1 nm oxide, counted as on a flat wall, consumes \(1/2.2\) nm of silicon radius and occupies 2.2 times the consumed volume (on a 5 nm sphere the shell is then 0.91 nm thick); \(p\) is the porosity before oxidation. The finite-size estimate replaces the static polarizabilities by Mie forward-scattering amplitudes through third multipole order and solves numerically for zero average amplitude. Confinement is represented crudely by a rigid shift of the whole silicon spectrum by \(\hbar^2\pi^2/(2\mu a^2)=0.10\) eV, with \(\mu=0.15\) electron masses and assumed slopes \(d\varepsilon_s/dE=4\) per eV in the red and \(-20-25i\) per eV in the ultraviolet. The assumed ultraviolet slope is only illustrative. Near 4.5 eV the real part of silicon's permittivity is almost flat, while the imaginary part falls by roughly 70 per eV; such a slope would roughly double the ultraviolet confinement entries.

Real mesoporous silicon has features of roughly this size, but its skeleton is connected, its pores are often elongated, and its walls oxidize in air. Both the grain geometry and the neglect of oxide are therefore open to question: in the table, oxide gives the largest change at \(p=0.4\) and the connected skeleton the largest at \(p=0.8\), at both wavelengths. In the ultraviolet at \(p=0.4\) there is a further limit. The field falls by a factor \(e\) within about 14 nm, less than two grain diameters, so a single effective permittivity is only a rough description there. At \(p=0.8\), beyond the model's connectivity threshold, the connected-host estimate differs by 68% in the red and by about twice \(|\varepsilon|\) in the ultraviolet. These are differences between models, not measured errors. Selecting the correct root removes an unphysical solution; it does not make the assumed microstructure correct.

Numerical values quoted here were computed with a short program.
